# Frenkel-Pair Separation and Survival Curve from the Escape Fraction

## Problem

Irradiation of a crystal knocks an atom out of its site and leaves a vacancy and an interstitial a distance $r_0$ apart. Both are neutral. Once the crystal is warm enough for one of them to move, the pair either meets and annihilates or drifts apart for good. An annealing experiment counts the surviving pairs and finds that a fraction $\phi$ escapes in the end.

Assume the following. The motion is isotropic diffusion in an unbounded crystal, with diffusivities $D_i$ and $D_v$. No force acts between the partners. They annihilate at once when their separation first falls to the capture radius $R<r_0$. All pairs start at the same separation, and each pair is alone.

(a) Find $\phi$ in terms of $R$ and $r_0$, and from it the initial separation.

(b) Predict the fraction $S(t)$ of pairs that survive to time $t$, using $\phi$ in place of $r_0$.

(c) When is recombination fastest, and when have half of the doomed pairs gone?

(d) Evaluate the results for copper at 50 K with $\phi=0.60$ and $R=1.2$ nm. Take a lattice constant $a=0.36$ nm, an interstitial migration energy $E=0.12$ eV and a total attempt rate $\nu=10^{13}\ \mathrm{s^{-1}}$. The vacancy does not move.

(e) The count is made after ten minutes and taken for the plateau. How wrong is the separation, and how can the error be cured?

## Hints

1. Treat $S$ as a function of the starting separation $r$ as well as of time. Let the pair make one short step, then average over the outcomes.

2. For the escape fraction, first put an outer sphere of radius $L$ around the pair. Ask for the probability of reaching $R$ before $L$, then let $L$ grow.

3. For the time dependence, multiply the probability of having recombined by $r$. The spherical problem becomes a problem on a half-line.

4. For part (e), expand the survival probability at late times and look at the power of $t$ in the first correction.

## Solution

### The equation for survival

Let $\boldsymbol\xi$ be the change of the separation vector in a short time $\delta$. It is the difference of two independent displacements, so their variances add:

$$\langle \xi_j\rangle=0,\qquad \langle \xi_j\xi_k\rangle=2D\delta\,\delta_{jk},\qquad D=D_i+D_v .$$

A pair that is to survive for a time $t+\delta$ makes this step and then survives for a further time $t$. Therefore

$$S(\mathbf r,t+\delta)=\langle S(\mathbf r+\boldsymbol\xi,t)\rangle
= S(\mathbf r,t)+\tfrac12\sum_{jk}\langle\xi_j\xi_k\rangle\,\partial_j\partial_kS+\dots
= S+D\delta\,\nabla^2S+\dots$$

Dividing by $\delta$ and letting $\delta\to0$ gives, for a function of $r=|\mathbf r|$,

$$\frac{\partial S}{\partial t}=D\left(\frac{\partial^2S}{\partial r^2}+\frac2r\frac{\partial S}{\partial r}\right). \tag{1}$$

The conditions are $S(R,t)=0$, because contact is fatal, $S(r,0)=1$ for $r>R$, and $S\to1$ as $r\to\infty$ at any finite time.

### (a) Escape fraction and separation

Let $q(r)$ be the probability of reaching $R$ before $L$. The one-step argument applies again, now without a clock, so $q''+2q'/r=0$, or $(r^2q')'=0$. Hence $q=A+B/r$. The conditions $q(R)=1$ and $q(L)=0$ give

$$q(r)=\frac{1/r-1/L}{1/R-1/L}\;\longrightarrow\;\frac Rr\qquad(L\to\infty).$$

The pair recombines sooner or later with probability $R/r_0$, and so

$$\boxed{\phi=1-\frac R{r_0},\qquad r_0=\frac R{1-\phi}} \tag{2}$$

The diffusivity has dropped out, because it sets how fast a path is followed and not where it leads. The plateau thus fixes the ratio $r_0/R$; a length follows when $R$ is known, and a relative error in $R$ passes unchanged to $r_0$. For an error in $\phi$,

$$\frac{dr_0}{d\phi}=\frac R{(1-\phi)^2}=\frac{r_0^2}R,\qquad \frac{dr_0}{r_0}=\frac{d\phi}{1-\phi}. \tag{3}$$

The inversion is therefore poor for distant pairs, whose $\phi$ is close to 1.

### (b) The survival curve

Define $w(r,t)=r\,[1-S(r,t)]$. Then $1-S=w/r$, and

$$\left(\frac wr\right)'=\frac{w'}r-\frac w{r^2},\qquad
\left(\frac wr\right)''=\frac{w''}r-\frac{2w'}{r^2}+\frac{2w}{r^3}.$$

Adding $2/r$ times the first expression to the second cancels all terms except $w''/r$. Since $1-S$ obeys the same equation as $S$,

$$\frac{\partial w}{\partial t}=D\frac{\partial^2w}{\partial r^2},\qquad w(R,t)=R,\qquad w(r,0)=0 .$$

Moreover $w$ stays bounded: the probability of having recombined by time $t$ cannot exceed $R/r$, so $w\le R$.

The boundary value is constant and the half-line has no length of its own, which suggests $w=R\,g(\eta)$ with $\eta=(r-R)/\sqrt{4Dt}$. The derivatives are

$$\frac{\partial w}{\partial t}=-\frac{R\eta}{2t}\,g',\qquad D\frac{\partial^2w}{\partial r^2}=\frac{R}{4t}\,g'' .$$

Equating them gives $g''=-2\eta g'$, hence $g'=Ce^{-\eta^2}$. With $g(0)=1$ and $g(\infty)=0$ this integrates to

$$g(\eta)=\frac2{\sqrt\pi}\int_\eta^\infty e^{-s^2}ds=\operatorname{erfc}\eta .$$

Setting $r=r_0$,

$$S(t)=1-\frac R{r_0}\operatorname{erfc}\frac{r_0-R}{\sqrt{4Dt}} . \tag{4}$$

As $t\to\infty$, $\operatorname{erfc}\to1$ and (2) is recovered. To remove $r_0$, use $R/r_0=1-\phi$ and $r_0-R=R\phi/(1-\phi)$:

$$\boxed{S(t)=1-(1-\phi)\operatorname{erfc}\sqrt{\tau/t},\qquad \tau=\frac{(r_0-R)^2}{4D}=\frac{R^2\phi^2}{4D(1-\phi)^2}} \tag{5}$$

The plateau sets the height of the curve and $\tau$ sets its clock. If $R$ and $D$ are known, $\tau$ follows from $\phi$. If they are not, one measured time on the curve gives $\tau$, and the rest of the curve is still predicted.

Two limits show the meaning of $\tau$. For $t\ll\tau$, $\operatorname{erfc}x\approx e^{-x^2}/(x\sqrt\pi)$ gives $1-S\approx(1-\phi)\sqrt{t/(\pi\tau)}\,e^{-\tau/t}$: almost nothing happens until diffusion can cross the gap $r_0-R$. If $r_0\to R$, both $\phi$ and $\tau$ vanish and the pair is lost at once.

### (c) Peak and half time

Differentiate (5), using $d\operatorname{erfc}x/dx=-(2/\sqrt\pi)e^{-x^2}$ with $x=\sqrt{\tau/t}$ and $dx/dt=-\tfrac12\sqrt\tau\,t^{-3/2}$. The two minus signs combine with the one in front of $(1-\phi)$, and the recombination rate is

$$-\frac{dS}{dt}=(1-\phi)\sqrt{\frac\tau\pi}\;t^{-3/2}e^{-\tau/t}. \tag{6}$$

Its logarithm has the derivative $-3/(2t)+\tau/t^2$, which vanishes at

$$t_{\rm peak}=\frac{2\tau}3=\frac{(r_0-R)^2}{6D}. \tag{7}$$

Half of the doomed pairs are gone when $\operatorname{erfc}\sqrt{\tau/t}=\tfrac12$, that is, when $\sqrt{\tau/t}=0.4769$. Hence $t_{1/2}=\tau/0.4769^2\approx4.40\,\tau$, far beyond the peak. The cause is the $t^{-3/2}$ tail of (6), which comes from pairs that wander away before they meet. The tail is so heavy that the mean recombination time of the doomed pairs is infinite, since $\int t\cdot t^{-3/2}dt$ diverges at large $t$.

### (d) Copper at 50 K

The separation and its sensitivity are

$$r_0=\frac{1.2}{0.40}=3.00\ \text{nm},\qquad \frac{dr_0}{d\phi}=\frac{3.00^2}{1.2}=7.5\ \text{nm}.$$

Changing $\phi$ to 0.58 or 0.62 gives 2.86 or 3.16 nm.

For the diffusivity, model the motion as uncorrelated jumps between neighbouring fcc sites, of length $\ell=a/\sqrt2=0.2546$ nm. In unit time the mean square displacement is $\nu e^{-E/k_BT}\ell^2$. It must equal $6D$, the sum of $2D$ over three directions. With $k_BT=4.309$ meV,

$$D=\frac{\nu\ell^2}6e^{-E/k_BT}=0.0867\ \mathrm{nm^2/s}=8.67\times10^{-16}\ \mathrm{cm^2/s}.$$

The gap is $3.00-1.20=1.80$ nm, so

$$\tau=\frac{1.80^2}{4\times0.0867}=9.34\ \text{s},\qquad t_{\rm peak}=6.23\ \text{s},\qquad t_{1/2}=41.1\ \text{s}.$$

At 30 s, for instance, $\sqrt{\tau/t}=0.558$ and $\operatorname{erfc}(0.558)=0.430$, giving $S=1-0.40\times0.430=0.828$. The predicted curve is:

| $t$ (s) | $S$ |
|---:|---:|
| 3 | 0.9950 |
| 10 | 0.9314 |
| 30 | 0.8280 |
| 100 | 0.7338 |
| 600 | 0.6560 |
| 2400 | 0.6281 |

A finite-volume solution of (1), made without the substitution $w=r(1-S)$, agrees with (4) to within $2\times10^{-6}$ at six times between $0.2\tau$ and 2400 s.

### (e) A plateau read too early

Write (5) as $S-\phi=(1-\phi)\operatorname{erf}\sqrt{\tau/t}$. For $t\gg\tau$, $\operatorname{erf}x\approx2x/\sqrt\pi$, so

$$S(t)-\phi\approx\frac R{r_0}\,\frac{r_0-R}{\sqrt{\pi Dt}}=\frac{\phi R}{\sqrt{\pi Dt}}. \tag{8}$$

The approach to the plateau goes as $t^{-1/2}$. At 2400 s the estimate (8) is 0.0282, against 0.0281 from the table. To come within 0.01 of the plateau takes 5.3 hours.

After ten minutes $S=0.6560$. Taken for $\phi$, this gives $r_0=1.2/0.344=3.49$ nm, which is 16% above the true 3.00 nm of the model.

There are two cures. If $D$ is known, solve $S(t;r_0)=S_{\rm observed}$ for $r_0$ in (4). At fixed $t$, $R$ and $D$, both $R/r_0$ and the erfc fall as $r_0$ grows, so $S$ rises steadily from 0 to 1 and the root is unique. The ten-minute value then returns 3.00 nm. This cure needs an accurate $D$: if $E$ is taken 0.01 eV too high, it returns 2.44 nm, which is further from the truth than the uncorrected 3.49 nm; if $E$ is taken 0.01 eV too low, it returns 3.31 nm.

If $D$ is not known, count again at four times the first time. The $t^{-1/2}$ term is halved, and the combination

$$\phi\approx2S(4t)-S(t) \tag{9}$$

removes it. Here $2\times0.6281-0.6560=0.6002$, and $r_0=3.00$ nm again. The small excess comes from the next term of the error function, $-2x^3/(3\sqrt\pi)$, which (9) does not cancel.

Equation (8) offers something more. The plateau gives $r_0/R$, and the slope of $S$ against $t^{-1/2}$ gives $\phi R/\sqrt{\pi D}$. In the ideal model, if $D$ is known independently, the two together determine $R$ as well as $r_0$. Losses to other defects steepen the slope and spoil this: with the 0.1 ppm of foreign vacancies considered below, the counts at 600 s and 2400 s would give $R=1.84$ nm instead of 1.20 nm.

### How far the model holds for copper

The conduction electrons of copper screen the defects, so the neutral-pair model is a natural start. The energies, lattice constant and attempt rate above are rough typical values; $R$ is a rough assumed value and $\phi$ is chosen. With a vacancy migration energy of roughly 0.7 eV, the expected number of vacancy jumps in 5.3 hours at 50 K is about $5\times10^{-54}$, which justifies $D=D_i$. Other assumptions are less safe.

*Other vacancies.* An interstitial that escapes its partner can meet a foreign vacancy. At vacancy density $c$, the expected number of such encounters is the integral of the capture probability over the vacancy positions. With $b=\sqrt{4Dt}$ and $r=R+by$,

$$N(t)=4\pi cR\int_R^\infty r\operatorname{erfc}\frac{r-R}b\,dr
=4\pi cR\left[Rb\int_0^\infty\!\operatorname{erfc}y\,dy+b^2\!\int_0^\infty\! y\operatorname{erfc}y\,dy\right].$$

The integrals are $1/\sqrt\pi$ and $1/4$, so

$$N(t)=4\pi RDc\left[t+2R\sqrt{\frac t{\pi D}}\right]. \tag{10}$$

Treating encounters as independent, a fraction $1-e^{-N}$ of the survivors is lost. For 0.1 ppm of vacancies this is 0.8% at 600 s, 2.9% at 2400 s and 20% at 5.3 hours. Waiting longer is thus no safe cure for an early reading, because the curve is eroded before it settles. Taken for the plateau, the eroded count gives 3.08 nm at 2400 s, where the two errors nearly cancel, but 2.35 nm at 5.3 hours. The extrapolation (9) applied to the eroded curve gives $\phi=0.569$ and $r_0=2.78$ nm, 7% below 3.00 nm. The value 0.1 ppm is a very dilute case, and the vacancies of the other pairs count among the foreign ones. Since $N\propto c$, at a fixed 1 ppm the losses are 7.7%, 25% and 89% and (9) gives $\phi=0.33$; at 10 ppm more than half of the survivors are lost by 600 s. The lone-pair plateau can be read only in samples about as dilute as 0.1 ppm, or after the foreign losses are modelled.

*Discrete jumps.* The gap is only about seven jump lengths. A random walk on the fcc lattice, absorbed at every site within 1.2 nm of the vacancy, gives a survival of 0.819 at the half time, where the continuum gives 0.800. A continuum capture radius of 1.13 nm reproduces the survival of the walk at that time. The same radius governs the plateau of the walk, so $r_0$ is 6% shorter. The size of this shift depends on which shells of sites absorb: it is 8% with one shell fewer and 4% with one shell more.

*The clock.* An error of $+0.01$ eV in $E$ multiplies $\tau$ by 10, and a sample 1 K colder multiplies it by 1.8. The classical jump rate is itself rough at 50 K. In this model these errors leave the plateau alone, and a measured half time can replace the uncertain $D$, provided that the plateau is known. If the ten-minute count were taken for the plateau, the half time read from the curve would give a $D$ 2.2 times too large.

At 350 K, roughly a working temperature for a copper interconnect on a chip, the same formula with $R$ and $r_0$ held fixed gives $\tau=0.40$ ns. The slow curve belongs to the cryogenic anneal and not to a line in service. Impurities, grain boundaries and surfaces also capture interstitials, and mobile interstitials can cluster with one another; none of these losses is sized here.

## Variation 1: a residual attraction

*Let the partners attract each other with energy $U(r)=-k_BT(R/r)^3$ beyond $R$. What separation does $\phi=0.60$ now imply?*

The force adds a mean radial displacement $-(D/k_BT)U'\delta$ to each step. The escape probability $h(r)$ then obeys

$$h''+\frac2rh'-\frac{U'}{k_BT}h'=0
\quad\Longleftrightarrow\quad\left(r^2e^{-U/k_BT}h'\right)'=0 ,$$

so $h'\propto e^{U/k_BT}/r^2$. With $h(R)=0$ and $h(\infty)=1$,

$$\phi=\frac{\int_R^{r_0}e^{U/k_BT}\,dr/r^2}{\int_R^\infty e^{U/k_BT}\,dr/r^2}
=1-\frac{I(R/r_0)}{I(1)},\qquad I(y)=\int_0^ye^{-x^3}dx ,$$

where $x=R/r$ was substituted. Expanding the exponential gives $I(y)=y-y^4/4+y^7/14-\dots$, hence $I(1)=0.8075$ and $I(0.4)=0.3937$. A pair at 3.00 nm would escape with probability $1-0.3937/0.8075=0.512$ instead of 0.60.

Conversely, $\phi=0.60$ requires $I(R/r_0)=0.40\times0.8075=0.3230$. This gives $R/r_0=0.326$ and $r_0=3.68$ nm, 23% above the force-free answer.

The size of this shift depends on the chosen strength of the attraction, here $k_BT$ at contact. For distant pairs $I(y)\approx y$, and (2) holds again with $R$ replaced by $R/I(1)=1.49$ nm. The capture radius in (2) is thus best read as an effective one that includes the attraction. A real elastic interaction depends on direction. If its average over directions vanishes, the first-order shift cancels for pairs with random starting directions, and the isotropic form can then greatly overstate the effect.

## Variation 2: a spread of separations

*Half of the pairs start at 2.0 nm and half at $r_b$. Choose $r_b$ so that the plateau stays at 0.60. Is the survival curve the same?*

Averaging (2) over the pairs gives $\phi=1-R\langle1/r_0\rangle$. The plateau therefore yields the harmonic mean separation, here 3.00 nm:

$$\frac12\left(\frac1{2.0}+\frac1{r_b}\right)=\frac1{3.0}
\quad\Rightarrow\quad\frac1{r_b}=\frac23-\frac12=\frac16,\qquad r_b=6.0\ \text{nm}.$$

The curves differ. At 10 s the mixture has $S=0.837$, while the single separation has 0.931. The close pairs have a gap of 0.8 nm instead of 1.8 nm, so their $\tau$ is only $(0.8/1.8)^2\approx0.2$ times as long, and they recombine early.

By 100 s the values are 0.721 and 0.734, much closer together. Equation (8) shows that the two curves merge at late times. For each separation the tail amplitude is proportional to $R(1-R/r_0)$, whose average is $R\phi$ whatever the spread. Once $\sqrt{4Dt}$ exceeds all the separations by a wide margin, the plateau and the leading tail cannot tell a spread from a single value. Information on the spread has to come from the early part of the curve, at times comparable with $\tau$.

## Values computed for the example and the checks

```
inputs: R = 1.2 nm, phi = 0.6, T = 50.0 K, a = 0.36 nm
inputs: E_int = 0.12 eV, E_vac = 0.7 eV, rate 1e+13 1/s
thermal energy kT = 4.309 meV
jump length = 0.2546 nm
diffusivity D = 0.08669 nm^2/s = 8.669e-16 cm^2/s
recovered separation r0 = 3.000 nm
sensitivity dr0/dphi = 7.50 nm
r0 for phi -/+ 0.02 = 2.857, 3.158 nm
time scale tau = 9.344 s
half of doomed pairs gone at t_half = 41.08 s
peak rate time: formula 6.229 s, numerical 6.237 s
within 0.01 of plateau at 19029 s = 5.29 h
survival: time (s), formula, finite-volume
        1  1.0000  1.0000
        3  0.9950  0.9950
       10  0.9314  0.9314
       30  0.8280  0.8280
      100  0.7338  0.7338
      600  0.6560  0.6560
     2400  0.6281  0.6281
largest formula-numerical difference tested = 1.7e-06
tail estimate of S - phi at 2400 s = 0.0282
r0 if S(600 s) is taken for plateau = 3.489 nm
r0 from solving S(600 s) = 3.000 nm
extrapolated phi = 0.6002, r0 = 3.002 nm
attraction kT at R: phi at same r0 = 0.5124
attraction kT at R: r0 for same phi = 3.683 nm
foreign vacancies: 0.1 ppm = 8.573e-06 nm^-3
  foreign loss by 600 s = 0.80 %
  foreign loss by 2400 s = 2.90 %
  foreign loss by 19029 s = 19.78 %
extrapolated phi with foreign loss = 0.5690
r0 from that phi = 2.784 nm
fcc walk: 330 jumps, start at 3.0012 nm
fcc walk survival = 0.8190, continuum = 0.8001
capture radius that fits fcc walk = 1.1259 nm
two separations with same plateau = 2.00, 6.00 nm
  S(3 s): mixed 0.9198, single 0.9950
  S(10 s): mixed 0.8369, single 0.9314
  S(100 s): mixed 0.7208, single 0.7338
vacancy jumps by 19029 s at 50 K = 5.3e-54
tau factor for +0.01 eV barrier = 10.18
tau factor for -1 K = 1.765
at 350 K: D = 2.021e-05 cm^2/s, tau = 0.401 ns
at 350 K: vacancy jumps within tau = 3.3e-07
```
